# Charge binning and digital summing of four pixels

**Q:** My camera offers 2×2 binning on the chip. I leave it off, read every pixel, and add the four numbers in software. Electrons add, and so do numbers, so I get the same result and keep the full-resolution image as well. Is there anything wrong with that?

**A:** You get the same mean, but not the same noise. Let pixel $i$ hold $N_i$ electrons, and let each measurement return the true charge plus an error $e$ of zero mean, also expressed in electrons. Your method gives

$$X_{\rm dig}=(N_1+e_1)+(N_2+e_2)+(N_3+e_3)+(N_4+e_4).$$

If the charges are merged first and the merged packet is measured once, the result is

$$X_{\rm bin}=(N_1+N_2+N_3+N_4)+e.$$

The electrons do add in the same way, but your sum contains four measurement errors and the other contains one.

**Q:** Why should a packet four times as large be measured with the same error? I would expect the error to grow with the charge.

**A:** That depends on where the error comes from. Take a CCD. The packet is moved onto a small output node of capacitance $C$, and an amplifier senses the node voltage. Before the packet arrives, the node is reset to a voltage $V_r$ and sampled. After it arrives, the node is sampled again. With $q$ the elementary charge and $n_1,n_2$ the amplifier noise voltages in the two samples,

$$V_1=V_r+n_1,\qquad V_2=V_r-\frac{qN}{C}+n_2 .$$

The minus sign is there because electrons lower the voltage. Subtracting and converting to electrons gives

$$\frac{C}{q}(V_1-V_2)=N+\frac{C}{q}(n_1-n_2).$$

The error is the last term, and $N$ does not appear in it. If the two noise voltages are independent, each with rms value $v_n$, the variance of their difference is $v_n^2+v_n^2$. The rms read noise is therefore

$$\sigma=\frac{\sqrt2\,C v_n}{q}.$$

For a node of 10 fF, one electron produces $q/C=16.02$ µV. With $v_n=68$ µV, $\sigma=\sqrt2\times68/16.02=6.00$ electrons, whether the packet holds five electrons or twenty. This assumes a linear amplifier whose noise does not depend on the signal.

**Q:** And the reset itself? I thought resetting a capacitor was noisy.

**A:** It is. Thermal equilibrium gives the node voltage a variance $k_BT/C$, so the charge has an rms fluctuation $C\sqrt{k_BT/C}=\sqrt{k_BTC}$. At 273 K and 10 fF that is 38.32 electrons. But the fluctuation is frozen in when the reset switch opens, so the same $V_r$ appears in both samples and cancels in the difference. This is correlated double sampling. With one sample only, the noise would be $\sqrt{38.32^2+6.00^2/2}=38.6$ electrons, where the factor 1/2 appears because one amplifier sample contributes instead of two.

**Q:** All right, four errors against one. But errors have random signs. Don't they average out when I add them?

**A:** They cancel in part, which is why the result is not four times as large. The variance of your summed error is

$$\mathrm{Var}\Big(\sum_{i=1}^4 e_i\Big)=\sum_{i=1}^4\mathrm{Var}(e_i)+\sum_{i\ne j}\mathrm{Cov}(e_i,e_j).$$

For independent errors the covariances vanish, and the four equal variances give $4\sigma^2$. The rms value is the square root, $2\sigma$. In the example your sum carries 12.00 electrons of read noise, and the binned packet carries 6.00.

The same argument covers mixed schemes. If the four pixels are merged into $M$ packets and the $M$ results are added, the read variance is $M\sigma^2$. Merging two pairs on the chip and adding the two numbers has $M=2$ and gives $\sqrt2\,\sigma=8.49$ electrons.

**Q:** Suppose I take the average instead of the sum. Then the read noise is $2\sigma/4=\sigma/2$, or 3.00 electrons. That beats your 6.00.

**A:** Those two numbers are on different scales. Dividing by four also divides the signal by four, so the signal-to-noise ratio of your result is unchanged. To compare fairly, divide the binned value by four as well. Its read noise is then $\sigma/4=1.50$ electrons, and the factor of two is back.

**Q:** So my images are twice as noisy as they could be.

**A:** Only the read-noise part is doubled. The charge itself fluctuates, and both methods measure the same charge. Let $S$ be the mean number of signal electrons in all four pixels together, and $D$ the mean number of dark electrons, which are generated thermally without light. If arrivals are independent, each count is Poisson distributed, with variance equal to its mean. Variances of independent counts add, so the total charge has variance $S+D$. The read errors are independent of the charge, so their variance adds too:

$$\mathrm{Var}(X_{\rm bin})=S+D+\sigma^2,\qquad \mathrm{Var}(X_{\rm dig})=S+D+4\sigma^2 .$$

Take a faint fluorescence image with 5 signal electrons and 0.1 dark electrons per pixel per second, exposed for 1 s. Then $S=20$ and $D=0.4$. Using the unrounded $\sigma$, which is slightly above 6.00,

$$\mathrm{Var}(X_{\rm bin})=20.4+36.0=56.4,$$
$$\mathrm{Var}(X_{\rm dig})=20.4+144.1=164.5 .$$

The total noise is 7.51 electrons for binning and 12.83 for your sum. A simulation of the readout, with Poisson charges at these rates, reset noise at 273 K and two noisy voltage samples per read, agreed with both values within its statistical error of about 0.1 %.

**Q:** What does that do to the signal-to-noise ratio?

**A:** The mean dark charge is assumed known and is subtracted, so the signal is $S$ in both cases:

$$\mathrm{SNR}_{\rm bin}=\frac{20}{7.51}=2.66,\qquad \mathrm{SNR}_{\rm dig}=\frac{20}{12.83}=1.56 .$$

The advantage is a factor of 1.71. In general, write $V=S+D$ and let $R$ be the ratio of the two signal-to-noise ratios. The signal cancels, leaving

$$R^2=\frac{V+4\sigma^2}{V+\sigma^2}=1+\frac{3\sigma^2}{V+\sigma^2}.$$

The last fraction falls from 3 towards 0 as $V$ grows from zero, so $R$ falls from 2 towards 1. The full factor of two is the limit in which read noise dominates. When the fluctuation of the charge dominates, the two methods become equivalent.

**Q:** Then there must be a light level above which I can stop worrying.

**A:** Choose the advantage you are willing to give up and solve for $V$. Multiplying out the denominator,

$$R^2V+R^2\sigma^2=V+4\sigma^2 .$$

Collecting the terms in $V$ on the left gives $(R^2-1)V=(4-R^2)\sigma^2$, so

$$V=\sigma^2\,\frac{4-R^2}{R^2-1}.$$

For a 10 % advantage, $R=1.1$, the fraction is $2.79/0.21\approx13.3$ and $V$ is 479 electrons. Removing the 0.4 dark electrons and dividing by four leaves about 120 signal electrons per pixel. At 2000 electrons per pixel the advantage is a factor of 1.0067, less than one per cent. Wherever an image holds that much charge per pixel, your habit costs almost nothing in noise. Dark parts of the same image can still hold few electrons, and there the read noise matters again.

**Q:** For the faint image, could I just expose longer and catch up?

**A:** Yes, if the sample and the schedule allow it. Let $F$ be the total signal rate of the four pixels and $d$ their total dark rate, here 20 and 0.4 electrons per second. You need the time $t$ at which the digital sum reaches a given signal-to-noise ratio $k$:

$$\frac{Ft}{\sqrt{(F+d)t+4\sigma^2}}=k .$$

Squaring and bringing everything to one side gives a quadratic equation,

$$F^2t^2-k^2(F+d)\,t-4k^2\sigma^2=0 .$$

The product of its roots is negative, so one root is positive, and that is the physical one:

$$t=\frac{k^2(F+d)+\sqrt{k^4(F+d)^2+16F^2k^2\sigma^2}}{2F^2}.$$

Set $k$ to the value that binning reaches in 1 s, so $k^2=400/56.4=7.09$. The result is $t=1.79$ s. You would need 79 % more light from the same specimen. In the read-limited case the terms with $F+d$ drop out, and $t=2k\sigma/F$, twice the time that binning needs. In the opposite limit the $\sigma$ term drops out and both methods need the same time.

**Q:** You keep saying "independent". What if the errors are not?

**A:** Then the covariances return. Suppose every pair has the same correlation coefficient $\rho$. The double sum runs over $4\times3=12$ ordered pairs, each contributing $\rho\sigma^2$, so

$$\mathrm{Var}\Big(\sum_{i=1}^4 e_i\Big)=\sigma^2(4+12\rho).$$

A disturbance shared by the four reads, such as an offset that drifts slowly and enters after the two samples have been subtracted, makes $\rho$ positive. With the total noise of a single read held at 6.00 electrons, a trial value of $\rho=0.1$ raises the read noise of your sum from 12.00 to 13.69 electrons. If the shared offset comes on top of the 6.00 electrons of amplifier noise, $\sigma$ itself grows: for $\rho=0.1$ it becomes $6.00/\sqrt{0.9}=6.33$, which is then the noise of the binned read, and your sum carries about 14.4. If all four errors are identical, $\rho=1$, and the rms error is $4\sigma$.

Negative correlation works in your favour. At $\rho=-1/4$ the bracket equals 1, and your sum has the same read noise as the binned packet. Since a variance cannot be negative, $\rho$ cannot go below $-1/3$ for four equally correlated errors. The rule that read noise doubles therefore needs more than the presence of four reads: the covariances of their errors must add up to zero, as they do when the errors are uncorrelated.

**Q:** Is the binned read really made with the same $\sigma$? You assumed the same node.

**A:** I held the node capacitance and the amplifier noise voltage fixed, and that is a condition on the hardware. In a CCD it is natural. Two rows are shifted into the serial register before it is clocked out, and then two serial packets are moved onto the output node without a reset between them. The node is the same one that would have measured a single pixel.

Now imagine a sensor that has to connect extra capacitance in order to merge the charge. Since $\sigma=\sqrt2\,Cv_n/q$, doubling $C$ at fixed $v_n$ doubles the noise in electrons. The binned read then has 12.00 electrons of noise, the same as your digital sum, and the advantage is gone. More generally, if the binned read has its own noise $\sigma_b$, binning has the lower noise as long as $\sigma_b^2<4\sigma^2$, that is $\sigma_b<2\sigma$.

**Q:** Does that apply to CMOS sensors? Mine has a menu entry called "binning".

**A:** The name does not tell you which operation is performed. If four photodiodes share one sensing node and their charges are transferred onto it together, that is charge binning, and the formula with one $\sigma^2$ applies. If each pixel is first converted to a voltage by its own amplifier and the results are combined afterwards, four amplifier errors have already entered. Combining them later, on the chip or in a computer, does not remove them. Noise that enters after an on-chip combination, in a column amplifier or the converter, is counted only once. An analog sum then lies between charge binning and your digital sum, while an analog average at unchanged gain shrinks the signal before that noise is added and can be noisier than your digital sum.

**Q:** How close are your numbers to a real camera?

**A:** They are rough typical values for a cooled interline CCD, not the data of a particular product. A sensor with a much quieter amplifier has the same factor of two in read noise, but it reaches the shot-limited regime at a lower signal, because the crossover $V$ scales as $\sigma^2$.

The model also leaves out several effects, which can be sized for the faint image:

- **Rounding in the converter.** At one electron per code, each read gains a variance of $1/12=0.083$. The total noise moves from 7.51 to 7.52 electrons for binning, and from 12.83 to 12.84 for your sum.
- **Unequal pixel gains.** A spread of 1 % on 5 electrons is 0.05 electrons per pixel. Four independent deviations add to $2\times0.05=0.10$ electrons, which is negligible here.
- **Transfer loss.** If a fraction $10^{-5}$ is left behind at each of 2000 shifts, a packet of 20 electrons loses 0.40 of them, or 2 %. For the sum of four pixels this is an upper estimate, because part of the charge left by a leading pixel is collected by a trailing pixel of the same group. With the same loss per shift in both modes, this does not favour either one. If small packets lose a larger fraction than big ones, the two modes would differ, and this estimate does not cover that.
- **A warmer sensor.** If the dark rate follows a simple exponential law $e^{-E_a/k_BT}$ with a fixed activation energy $E_a=0.56$ eV, it rises from 0.1 to about 0.74 electrons per second per pixel at 298 K. With the amplifier noise held fixed, the signal-to-noise ratios become 2.60 and 1.55, against 2.66 and 1.56. This law is a simplification: a rate proportional to the intrinsic carrier density of silicon, with its $T^{3/2}$ prefactor and temperature-dependent gap, reaches about 0.97 and gives 2.58 and 1.54, and a diffusion component rises faster still. Thermal noise in the amplifier also grows with temperature, which would lower both ratios further.

At the trial sizes used here, $\rho=0.1$ and a doubled capacitance, correlated read errors and a change of node capacitance move the comparison for this faint image most. How large they are in a given camera has to be measured.

**Q:** So for faint images I should always bin on the chip?

**A:** Not if you need what it discards. Once the charges are merged, nothing can tell you which pixel an electron came from. You lose spatial detail, and you also lose the chance to reject one bad pixel. If a cosmic ray or a defect adds a few hundred electrons to one of the four, you can recognise that number where the neighbouring pixels are faint and similar, and leave it out. The binned packet is spoiled as a whole.

There is also a ceiling at the bright end. Suppose each pixel can hold 18000 electrons and the output node 40000. Read singly, a full pixel fits on the node. Merged, four equally lit pixels reach the node's limit at $40000/4=10000$ electrons each, when the pixels themselves are little more than half full. The serial register must also be able to hold the charge of two rows. Your digital sum keeps the full range of the pixels, provided the converter covers it.

**Q:** Then I would bin on the chip when the signal is around ten electrons per pixel and I don't need the resolution, and add in software when it is in the hundreds or more.

**A:** For this sensor, yes, if you accept a small loss at the lower end of that range: binning still has an advantage of about 12 % at 100 signal electrons per pixel and 6 % at 200. The quantity to compare is the total charge $S+D$ against $\sigma^2$. When $S+D$ is comparable to $\sigma^2$ or smaller, the three extra read variances in your sum matter. As it grows, they are gradually hidden under the fluctuation of the charge itself: the advantage of binning is still 13 % at $S+D=10\sigma^2$, 5 % at $30\sigma^2$ and 1.5 % at $100\sigma^2$, where the full-resolution data cost you very little. The numerical output below lists the values for a faint scene with 5 signal electrons per pixel and a bright one with 2000.

## Table of computed values

```
node capacitance: 10 fF
amplifier noise per sample: 68 uV rms
sensor temperature: 273 K
conversion gain q/C: 16.02 uV per electron
reset noise before CDS: 38.3 e- rms
noise of one sample without CDS: 38.6 e- rms
read noise sigma of one read: 6.00 e- rms
signal rate per pixel: 5.0 e-/s
dark rate per pixel: 0.1 e-/s
exposure: 1.0 s
total signal S: 20.0 e-
total dark charge D: 0.4 e-
shot noise of S + D: 4.52 e- rms
read noise, binned: 6.00 e- rms
read noise, two pairs: 8.49 e- rms
read noise, digital sum: 12.00 e- rms
simulated read noise, binned: 6.01 e- rms
simulated read noise, digital: 11.97 e- rms
read noise, digital average: 3.00 e- rms
read noise, binned value / 4: 1.50 e- rms
total variance, binned: 56.4 e-^2
total variance, digital: 164.5 e-^2
total noise, binned: 7.51 e- rms
total noise, digital: 12.83 e- rms
simulated total noise, binned: 7.51 e- rms
simulated total noise, digital: 12.83 e- rms
SNR, binned: 2.66
SNR, digital: 1.56
SNR advantage, faint scene: 1.71
digital exposure for equal SNR: 1.79 s
bright signal per pixel: 2000 e-
SNR advantage, bright scene: 1.0067
V where advantage is 1.1: 479 e-
signal per pixel there: 120 e-
binned read noise, doubled node C: 12.00 e- rms
pair correlation tried: 0.1
digital read noise with it: 13.69 e- rms
ADC gain: 1.0 e- per code
rounding variance per read: 0.083 e-^2
total noise with rounding, binned: 7.52 e- rms
total noise with rounding, digital: 12.84 e- rms
pixel gain spread: 1 % rms
error of the sum from gain spread: 0.10 e- rms
transfer loss per shift: 1e-05
number of shifts: 2000
signal lost in transfer: 0.40 e-
dark activation energy: 0.56 eV
dark rate per pixel at 298 K: 0.74 e-/s
SNR at 298 K, binned: 2.60
SNR at 298 K, digital: 1.55
pixel full well: 18000 e-
output node capacity: 40000 e-
node swing at capacity: 0.64 V
per-pixel limit when binned: 10000 e-
```
